# Backward-Euler Langmuir Exchange Between a Gas Cell and Its Wall

A reactor simulation can consume more precursor than a wall has room for. Take a cell holding 1.91 precursor molecules per wall site, with every site vacant, and advance the surface reaction by one 50 ms step under the conditions worked out below. Forward Euler fills 3.57 times the available sites. Treating the gas implicitly but keeping the old vacancy still fills 1.25 times the available sites. If the coverage is then clipped to one while the gas keeps its full loss, 0.25 molecules per site vanish from the balance.

The setting discussed here is the implicit wall-exchange option of a reactor transport model, together with its time step. It takes both gas and vacancy at the new time. The resulting nonlinear step reduces to a quadratic, so no iteration is needed. The solution conserves precursor and respects both bounds at any step length. Its accuracy still depends on the step.

## What the setting solves

Let a well-mixed, isothermal cell have volume $V$, wall area $A$ and precursor number density $n$. The wall has $s$ equivalent sites per unit area, of which a fraction $\theta$ is occupied. Each reacting molecule occupies one site and does not desorb.

The kinetic flux onto the wall is $nv/4$, where $v=\sqrt{8k_BT/(\pi m)}$ is the mean thermal speed. A molecule striking a vacant site reacts with probability $\beta$, assumed small. Counting molecules in the gas and on the wall gives

$$
\frac{dn}{dt}=-\frac{A}{V}\frac{\beta v}{4}n(1-\theta),\qquad
s\frac{d\theta}{dt}=\frac{\beta v}{4}n(1-\theta).
$$

Measure the gas by the number of molecules per wall site, and the wall by its vacant fraction:

$$
g=\frac{nV}{sA},\qquad f=1-\theta,\qquad k=\frac{\beta vA}{4V}.
$$

Multiplying the gas equation by $V/(sA)$ and substituting $n=gsA/V$ gives $dg/dt=-kgf$. Since $df/dt=-d\theta/dt$, the wall equation becomes $df/dt=-kgf$ as well. Each reaction removes one molecule and one vacancy. Therefore $g+\theta$, the total precursor, and $g-f$, the excess of gas over vacancies, are both constant.

## The quadratic and its physical root

For a step $\Delta t$, put $\kappa=k\Delta t>0$. Subscripts 0 and 1 mark old and new values, with $g_0\ge0$ and $0\le f_0\le1$. Backward Euler evaluates the reaction at the new state:

$$
g_1=g_0-\kappa g_1f_1,\qquad f_1=f_0-\kappa g_1f_1.
$$

The same uptake $u=\kappa g_1f_1$ appears in both equations. Hence $g_1=g_0-u$, $f_1=f_0-u$, and

$$
u=\kappa(g_0-u)(f_0-u).
$$

Expanding the product and collecting powers of $u$ gives

$$
\kappa u^2-Bu+\kappa g_0f_0=0,\qquad B=1+\kappa(g_0+f_0).
$$

The discriminant is

$$
\begin{aligned}
S^2&=B^2-4\kappa^2g_0f_0\\
&=1+2\kappa(g_0+f_0)+\kappa^2[(g_0+f_0)^2-4g_0f_0]\\
&=1+2\kappa(g_0+f_0)+\kappa^2(g_0-f_0)^2.
\end{aligned}
$$

It is at least one, so there are two distinct real roots, $u_\pm=(B\pm S)/(2\kappa)$. Conservation does not choose between them: any $u$ subtracted from the gas and added to the coverage conserves their sum. Positivity makes the choice.

Let $a=\min(g_0,f_0)$ and $b=\max(g_0,f_0)$, and define

$$
P(u)=\kappa(a-u)(b-u)-u.
$$

This is an upward-opening parabola, so it is nonpositive precisely between its roots. Since $P(a)=-a\le0$ and $P(b)=-b\le0$, both $a$ and $b$ lie in $[u_-,u_+]$. The roots have positive sum $B/\kappa$ and nonnegative product $g_0f_0$, so neither is negative. Thus

$$
0\le u_-\le a\le b\le u_+.
$$

If $b>0$, then $P(b)<0$ and $u_+>b$. The upper root would leave both gas and vacancy negative; their product is positive, which is why it still satisfies the equations. If $a=b=0$, the upper root is $1/\kappa$ and also gives negative survivors. The lower root is therefore the unique physical solution.

Multiplying $u_-=(B-S)/(2\kappa)$ above and below by $B+S$, and using $B^2-S^2=4\kappa^2g_0f_0$, gives the working formula

$$
u=\frac{2\kappa g_0f_0}{B+S}.
$$

It satisfies $0\le u\le\min(g_0,f_0)$. Consequently $g_1\ge0$, and $\theta_1=\theta_0+u\le\theta_0+f_0=1$.

The limits have direct meanings. An empty gas or a full wall gives $u=0$. For $\kappa\to0$, $B$ and $S$ tend to one and $u\to\kappa g_0f_0$, the initial rate times the step. For $\kappa\to\infty$ with $a<b$, $B+S\to\kappa[(a+b)+(b-a)]=2\kappa b$, so $u\to a$: the scarcer partner is used up.

## Keep small residues accurate

Near saturation or depletion, subtracting $u$ from a nearly equal number loses digits. The smaller survivor, $x=a-u$, can be found directly. The other survivor is $x+b-a$, so

$$
x=a-\kappa x(x+b-a),
$$

or $\kappa x^2+Cx-a=0$ with $C=1+\kappa(b-a)$. Its discriminant is

$$
C^2+4\kappa a=1+2\kappa(b-a)+4\kappa a+\kappa^2(b-a)^2=S^2.
$$

The nonnegative root is $(S-C)/(2\kappa)$. Multiplication above and below by $S+C$ turns it into

$$
x=\frac{2a}{1+\kappa(b-a)+S}.
$$

The denominator contains no cancelling terms. Add $b-a$ to obtain the larger survivor, then assign the two values to gas and vacancy in their original order. Store $f$, not $\theta$, because forming $1-\theta$ near saturation brings the cancellation back.

These formulas were tested against 100-digit arithmetic on 400 random inputs, with $g_0$ from $10^{-8}$ to $10^3$, $f_0$ from $10^{-8}$ to 1 and $\kappa$ from $10^{-10}$ to $10^{12}$. The worst relative error in uptake or survivors was $3.4\times10^{-16}$. Subtracting the accurately computed uptake instead gave a worst relative error of $1.1\times10^{-2}$ in a survivor.

## Why a bounded step can still be inaccurate

The closed cell has an exact solution against which the step can be judged. Let $x$ and $y$ now be the smaller and larger of $g$ and $f$ as functions of time, with $d=y-x=b-a$ constant. For $a>0$,

$$
\frac{d}{dt}\ln\frac{x}{y}=-ky+kx=-kd,
$$

so after one step $x/y=(a/b)q$, with $q=e^{-\kappa d}$. Put $x=a-u_{\rm ex}$ and $y=b-u_{\rm ex}$, and cross-multiply:

$$
b(a-u_{\rm ex})=aq(b-u_{\rm ex})
\quad\Longrightarrow\quad
u_{\rm ex}=\frac{ab(1-q)}{b-aq}.
$$

The denominator equals $d+a(1-q)$. With $E=(1-q)/(\kappa d)$, cancelling $d$ gives

$$
u_{\rm ex}=\frac{ab\kappa E}{1+a\kappa E}.
$$

At $a=b$ the limit is $E=1$.

Backward Euler cannot exceed this uptake. Along the exact solution $gf$ falls with time, so its integral over the step is at least its final value times the step:

$$
u_{\rm ex}\ge\kappa(g_0-u_{\rm ex})(f_0-u_{\rm ex}).
$$

Thus $P(u_{\rm ex})\le0$, which places $u_{\rm ex}$ at or above the lower root.

The same ordering survives many steps. With $D=g-f$ fixed, the old vacancy in terms of the new one is $f_0=f_1+\kappa f_1(f_1+D)$. Its derivative with respect to $f_1$ is $1+\kappa(f_1+g_1)>0$, so a larger old vacancy gives a larger new vacancy. A deficit in coverage therefore never turns into an excess in a closed cell.

For small steps, differentiate the exact rate with respect to $\kappa$: $d(gf)/d\kappa=-gf(g+f)$. Then

$$
u_{\rm ex}=\kappa g_0f_0-\tfrac12\kappa^2g_0f_0(g_0+f_0)+O(\kappa^3).
$$

Inserting $u=\kappa g_0f_0+O(\kappa^2)$ into the implicit equation gives

$$
u=\kappa g_0f_0-\kappa^2g_0f_0(g_0+f_0)+O(\kappa^3).
$$

The leading deficit per step is $\tfrac12\kappa^2g_0f_0(g_0+f_0)$. Over a fixed time, $N$ steps each contribute a deficit of order $1/N^2$, giving a total of order $1/N$.

Large steps also distort the approach to completion. For $a<b$ the implicit survivor tends to $a/[\kappa(b-a)]$, while the exact one decays as $e^{-\kappa(b-a)}$. One long step thus leaves too many vacancies near saturation, even though the coverage is bounded.

## When the cheaper options fail

Forward Euler uses $u=\kappa g_0f_0$. With both partners present, it overfills the wall if $\kappa g_0>1$ and overdraws the gas if $\kappa f_0>1$.

Implicit gas with lagged vacancy solves $g_1=g_0-\kappa g_1f_0$. Hence $g_1=g_0/(1+\kappa f_0)$ and $u=\kappa g_0f_0/(1+\kappa f_0)$. The condition $u>f_0$ becomes $\kappa g_0>1+\kappa f_0$, or

$$
\kappa(g_0-f_0)>1.
$$

Exchanging the roles of gas and vacancy shows that lagged gas with implicit vacancy overdraws the gas when $\kappa(f_0-g_0)>1$. Each option protects the quantity it treats implicitly and can violate the other bound when that other partner is scarce.

## Including flow in the same step

If flow replaces the cell gas with residence time $\tau$, add $(g_{\rm in}-g)/\tau$ to $dg/dt$. This assumes equal volume flow in and out. With $\lambda=\Delta t/\tau$,

$$
g_1=g_0+\lambda(g_{\rm in}-g_1)-u.
$$

Collect $g_1$ and define $G=g_0+\lambda g_{\rm in}$. Then $g_1=(G-u)/(1+\lambda)$, and $u=\kappa g_1f_1$ becomes

$$
u=\frac{\kappa}{1+\lambda}(G-u)(f_0-u).
$$

This is the original quadratic with $g_0\to G$ and $\kappa\to\kappa/(1+\lambda)$. Its physical root obeys $0\le u\le\min(G,f_0)$. The balance now includes the supply: $g_1+\theta_1=g_0+\theta_0+\lambda(g_{\rm in}-g_1)$.

For very fast flow, $\lambda\to\infty$ at fixed $\kappa$, the gas stays at $g_{\rm in}$. The step becomes $u=\kappa g_{\rm in}(f_0-u)$, or $u=\kappa g_{\rm in}f_0/(1+\kappa g_{\rm in})$: backward Euler at constant precursor pressure.

## A trimethylaluminium dose

Consider trimethylaluminium dosed onto fresh hydroxylated alumina at 473 K. The precursor pressure is 0.15 Torr in a total of 1 Torr. The channel is 5 mm high, so two parallel walls give $A/V=2/(5\ \mathrm{mm})=400\ \mathrm{m^{-1}}$. Rough inputs are $\beta=10^{-3}$ and $s=4\ \mathrm{nm^{-2}}$.

The ideal-gas density is $3.061\times10^{21}\ \mathrm{m^{-3}}$, and the wall capacity per gas volume is $sA/V=1.600\times10^{21}\ \mathrm{m^{-3}}$. Therefore $g_0=3.061/1.600=1.913$. With $v=372.8$ m/s,

$$
k=10^{-3}\times\frac{372.8}{4}\times400=37.28\ \mathrm{s^{-1}},
$$

and a 50 ms step has $\kappa=1.864$. For $f_0=1$, $B=6.430$ and $S=3.842$, so

$$
u=\frac{2(1.864)(1.913)(1)}{6.430+3.842}=0.694.
$$

The coverage becomes 0.694, the vacancy 0.306 and the gas 1.219, or 0.096 Torr of precursor. The total $g+\theta$ remains 1.913. The rejected root, 2.755, would give gas $-0.842$ and vacancy $-1.755$.

The exact closed-cell coverage is 0.904, so the single step is low by 0.209. Subdividing the same 50 ms gives:

| Substeps | Closed cell | With flow |
|---:|---:|---:|
| 1 | 0.694 | 0.769 |
| 4 | 0.840 | 0.908 |
| 16 | 0.887 | 0.948 |
| 64 | 0.900 | 0.957 |

From 16 to 64 substeps the closed-cell error falls from 0.0166 to 0.0042, close to the factor of four expected of a first-order method. An absolute coverage error below 0.01 at the end of the 50 ms needs 27 substeps, about 1.9 ms each. The initial value of $\kappa(g+f)$ per substep is then $5.43/27=0.20$. Earlier in the dose, where the coverage is still rising quickly, the same substeps leave an error of up to 0.023; 70 substeps keep it below 0.01 throughout.

The flow column uses a 10 mm cell, a gas speed of 1 m/s and inlet gas equal to the initial gas. Thus $\tau=10$ ms and $\lambda=5$ for the full step. Accurate integration gives a coverage of 0.961 and final gas $g=1.851$, whereas the exact closed cell ends with $g=1.913-0.904=1.009$. Flow moves the coverage by 0.057 but nearly doubles the remaining gas. The numerical output lists the remaining values.

## What a real reactor changes

These inputs describe a plausible thermal deposition step, but the sticking probability and site density are rough effective values. "Coverage" means completion of the precursor half-cycle, and $s$ is its uptake capacity, not the hydroxyl density. Real surfaces break the assumption of equivalent sites. If 20% of sites react ten times more slowly, an illustrative choice, the exact closed-cell coverage drops from 0.904 to 0.780. Changing $\beta$ by a factor of three down or up, with the other inputs fixed, gives 0.615 or 0.997. These shifts can exceed the time-step error, so a fine step does not repair uncertain surface kinetics.

Diffusion across the channel is a smaller correction. Let $h$ be half the gap and $D_g$ the gas diffusivity. A symmetric density profile $\cos(qz/h)$ meets the bare-wall reaction condition when

$$
q\tan q=\frac{h\beta v}{4D_g}.
$$

Its decay rate is $D_gq^2/h^2$, compared with $k=\beta v/(4h)$ for a mixed cell. A hard-sphere estimate with nitrogen as the carrier gas gives $D_g=0.0135\ \mathrm{m^2/s}$. The right-hand side is 0.017 and the slowest mode decays at 0.994 of the mixed-cell rate. Applying that factor throughout the dose lowers the coverage by 0.001. This overestimates the effect, because the wall becomes less reactive as sites fill; solving the cross-gap diffusion-reaction problem gives about 0.0004. Axial diffusion mixes the 10 mm cell in about 0.75 ms, against $1/k=27$ ms. It also exchanges gas with neighbouring cells: over 10 mm, $D_g$ divided by the cell length is 1.35 m/s, comparable to the 1 m/s flow. The flow example omits this exchange, but a reactor transport model must include it. Neither estimate covers deep trenches or porous walls, where transport inside the structure needs its own cells.

The other estimated effects are minor for the coverage or lie outside the exchange law. With a rough desorption barrier of 1.6 eV and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, the fraction desorbed in 50 ms is about $5\times10^{-6}$. This is very sensitive to the barrier: 1.2 eV gives about 8% and 1.0 eV nearly complete desorption, so the irreversible law describes only the firmly bound, reacted species and not a weakly bound adsorbed precursor. The estimated dimer-to-monomer pressure ratio is of order $10^{-4}$. Methane is less negligible as a gas component: at a rough 1.5 molecules per reacted precursor, the exact closed-cell uptake releases 0.11 Torr of methane, about a tenth of the initial total pressure. It also removes 0.07 Torr of precursor, so the net pressure rise is about 0.04 Torr. The model omits its effect on flow and diffusion and any competition for sites.

## Choosing the setting

- For a separate, closed exchange step, use the exact uptake formula if it is available. In exact arithmetic it has the same conservation and bounds without the time-step error. In floating point, evaluate $1-q$ with an expm1 routine, since it cancels for small $\kappa d$, and compute the smaller survivor directly as $aq/(1+a\kappa E)$ rather than as $a-u_{\rm ex}$. Splitting it from transport still requires a step short enough to resolve their coupling.
- When flow and reaction are solved together, use the quadratic with $G$ and $\kappa/(1+\lambda)$. Start with $\kappa(g+f)$ near 0.2, taking $g$ as the larger of the cell and inlet values, if a coverage error of a few hundredths during the dose is acceptable, then halve the step and compare. Using the cell value alone is not enough: for $g_{\rm in}=10$ entering an empty cell with $\tau=10$ ms it gives an error of 0.06, and with inflow the implicit coverage can run ahead of the exact one. That starting value comes from the closed-cell example and is not a universal error bound.
- If the result needs clipping, reject the step or change the method. Clipping the coverage alone loses precursor. Clipping the shared uptake conserves it, but in the lagged example above would report a full wall where the exact closed-cell coverage is 0.904.
- Do not use the single-site quadratic when slow sites matter. For site classes with vacancies $f_i$, measured as fractions of all sites, and step constants $\kappa_i$, each wall equation gives $f_{i,1}=f_{i,0}/(1+\kappa_i g_1)$. The closed-cell gas balance is then

$$
g_1+\sum_i\frac{\kappa_i g_1f_{i,0}}{1+\kappa_i g_1}=g_0.
$$

The left side increases with $g_1$, vanishes at $g_1=0$ and is at least $g_0$ at $g_1=g_0$. It therefore has one root in $[0,g_0]$, which bracketing can find. The bounds survive the added chemistry, although the quadratic does not.

## Values computed for the example and the checks

```
temperature: 473.15 K
precursor / total pressure: 0.15 / 1.00 Torr
sticking probability (rough): 1.0e-03
site density (rough): 4.0 nm^-2
gap / cell length: 5.0 / 10.0 mm
precursor molar mass: 72.09 u
time step: 50.0 ms
mean thermal speed: 372.78 m/s
wall area per volume: 400.0 m^-1
precursor density: 3.0613e+21 m^-3
wall capacity per gas volume: 1.6000e+21 m^-3
rate constant k: 37.278 s^-1
initial g, f: 1.91334, 1.00000
kappa: 1.86388
B, S: 6.43013, 3.84165
implicit uptake = new coverage: 0.69438
new gas g, vacancy f: 1.21896, 0.30562
new precursor pressure: 0.09556 Torr
total g + coverage, before / after: 1.91334 / 1.91334
rejected root: 2.75548
rejected gas, vacancy: -0.84214, -1.75548
exact closed-cell coverage: 0.90384
forward-Euler coverage: 3.56625
lagged-vacancy coverage: 1.24525
 1 substeps, coverage closed / flow: 0.69438 / 0.76891
 4 substeps, coverage closed / flow: 0.84026 / 0.90810
16 substeps, coverage closed / flow: 0.88722 / 0.94771
64 substeps, coverage closed / flow: 0.89964 / 0.95735
substeps for closed coverage error < 0.01: 27
worst relative error, stable formulas: 3.4e-16
worst relative error, subtraction: 1.1e-02
gas speed / residence time: 1.0 m/s / 10.0 ms
lambda for the full step: 5.00
integrated flow coverage, gas g: 0.96050, 1.85073
slow-site share, sticking ratio: 0.20, 0.10
coverage with slow sites: 0.78016
coverage, sticking / 3 and x 3: 0.61539, 0.99710
mean collision diameter (rough): 0.49 nm
diffusivity: 0.01348 m^2/s
precursor mean free path: 0.0344 mm
cross-gap Damkohler number: 0.01728
bare-wall rate factor from diffusion: 0.99427
coverage change from diffusion: -0.00104
coverage change from kinetic flux: 0.000090
axial mixing time / 1/k: 0.752 / 26.826 ms
desorption barrier, attempt rate: 1.6 eV, 1e+13 s^-1
desorbed fraction in one step: 4.5e-06
dimer dissociation energy (rough): 0.88 eV
dimer dissociation entropy: 1.9 meV/K
dimer / monomer pressure ratio: 1.3e-04
methane per precursor (rough): 1.5
methane pressure after exact uptake: 0.1063 Torr
```
